# The 2n+1 theorem at third order in density-functional perturbation theory: verification in Python

```python
"""
Result under test: the third-order energy of a density-functional ground state
needs only zeroth- and first-order orbitals,
  E3 = f sum_i <1i|H1|1i> - f sum_ij L_ji <1i|1j> + 2f sum_i <0i|h2|1i>
       + f sum_i <0i|h3|0i> + (1/6) int K3 n1^3        (real orbitals, f = 2)
provided the first-order orbitals |1i> solve the self-consistent Sternheimer
equation (H0 - e_i)|1i> + H1|0i> = sum_j |0j> L_ji.
h(s) = h0 + s h1 + s^2 h2 + s^3 h3 is the one-electron operator, H1 = h1 plus
the induced first-order potential, n1 the first-order density, K3 the third
derivative of the local exchange-correlation energy density.
Coefficients are plain Taylor coefficients. Internal units: atomic units.
System: H6 ring with alternating distances, LDA, orthonormalised Gaussian basis.
"""
import numpy as np
from scipy import constants as const
from pyscf import gto, dft, ao2mo

BOHR_NM = const.physical_constants['Bohr radius'][0] * 1e9
HARTREE_EV = const.physical_constants['Hartree energy in eV'][0]
FIELD_AU = const.physical_constants['atomic unit of electric field'][0]
XC = 'lda,vwn'
NOCC = 3


class Ring:
    """Integrals, grid and energy functional in a symmetric orthonormal basis."""

    def __init__(self, short_nm, long_nm, basis):
        radius = np.sqrt((short_nm**2 + long_nm**2 + short_nm * long_nm) / 3)
        half = np.arcsin(short_nm / (2 * radius))
        angles = [c + s * half for c in 2 * np.pi * np.arange(3) / 3
                  for s in (-1, 1)]
        self.radius_nm = radius
        atoms = [['H', (radius / BOHR_NM * np.cos(a),
                        radius / BOHR_NM * np.sin(a), 0.0)] for a in angles]
        mol = gto.M(atom=atoms, basis=basis, unit='Bohr', verbose=0)
        mf = dft.RKS(mol)
        mf.chkfile = None
        mf.xc = XC
        mf.grids.atom_grid = {'H': (40, 194)}
        mf.conv_tol = 1e-10
        self.library_energy = mf.kernel()
        assert mf.converged
        val, vec = np.linalg.eigh(mol.intor('int1e_ovlp'))
        to_orth = (vec / np.sqrt(val)) @ vec.T
        from_ao = (vec * np.sqrt(val)) @ vec.T
        self.n = len(val)
        # Integrals given as an array are transformed in memory, without files.
        repulsion = mol.intor('int2e', aosym='s8')
        self.eri = ao2mo.restore(1, ao2mo.kernel(repulsion, to_orth), self.n)
        self.coulomb = self.eri.reshape(self.n**2, self.n**2)
        self.weights = mf.grids.weights
        self.phi = dft.numint.eval_ao(mol, mf.grids.coords) @ to_orth

        def orth(m):
            return to_orth @ m @ to_orth
        self.h0 = orth(mol.intor('int1e_kin') + mol.intor('int1e_nuc'))
        self.x = orth(mol.intor('int1e_r')[0])
        rr = mol.intor('int1e_rr').reshape(9, self.n, self.n)
        self.quad = orth(rr[0] - rr[4])
        self.r2 = orth(rr[0] + rr[4] + rr[8])
        self.enuc = mol.energy_nuc()
        self.exchange = None
        start = from_ao @ mf.mo_coeff[:, :NOCC]
        occ = self.minimise(self.h0, start)
        self.eps, orbitals = np.linalg.eigh(self.fock(self.h0, occ))
        self.c0, self.virt = orbitals[:, :NOCC], orbitals[:, NOCC:]
        self.H0 = self.fock(self.h0, self.c0)

    def density(self, c):
        return 2 * np.sum((self.phi @ c)**2, axis=1)

    def xc(self, rho, order):
        out = dft.libxc.eval_xc(XC, rho, spin=0, deriv=max(order, 1))
        return np.ravel(out[0] if order == 0 else out[order][0])

    def on_grid(self, potential):
        return self.phi.T @ ((self.weights * potential)[:, None] * self.phi)

    def hartree(self, dm):
        return (self.coulomb @ dm.ravel()).reshape(self.n, self.n)

    def exact_exchange(self, dm):
        if self.exchange is None:
            self.exchange = self.eri.transpose(0, 2, 1, 3).reshape(
                self.n**2, self.n**2)
        return (self.exchange @ dm.ravel()).reshape(self.n, self.n)

    def energy(self, h, c, hf=False):
        dm = 2 * c @ c.T
        e = np.sum(h * dm) + 0.5 * np.sum(dm * self.hartree(dm)) + self.enuc
        if hf:
            return e - 0.25 * np.sum(dm * self.exact_exchange(dm))
        rho = self.density(c)
        return e + np.sum(self.weights * rho * self.xc(rho, 0))

    def fock(self, h, c, hf=False):
        dm = 2 * c @ c.T
        f = h + self.hartree(dm)
        if hf:
            return f - 0.5 * self.exact_exchange(dm)
        return f + self.on_grid(self.xc(self.density(c), 1))

    def minimise(self, h, c, hf=False):
        """Self-consistent field with residual extrapolation."""
        focks, residuals = [], []
        for _ in range(80):
            f = self.fock(h, c, hf)
            p = c @ c.T
            r = (f @ p - p @ f).ravel()
            if np.linalg.norm(r) < 1e-10:
                return c
            focks, residuals = (focks + [f])[-8:], (residuals + [r])[-8:]
            mixed = f.copy()
            if len(focks) > 1:
                d = np.array([q - r for q in residuals[:-1]]).T
                g = np.linalg.lstsq(d, -r, rcond=None)[0]
                for weight, old in zip(g, focks[:-1]):
                    mixed += weight * (old - f)
            c = np.linalg.eigh(mixed)[1][:, :NOCC]
        raise AssertionError('self-consistency not reached')

    def sternheimer(self, h1):
        """First-order orbitals, orthogonal to the occupied space."""
        c, v = self.c0, self.virt
        gaps = self.eps[NOCC:, None] - self.eps[None, :NOCC]
        pair = ((self.phi @ v)[:, :, None] * (self.phi @ c)[:, None, :])
        pair = pair.reshape(len(self.weights), -1)
        kernel = self.weights * self.xc(self.density(c), 2)
        coul = np.einsum('pqrs,pa,qi,rb,sj->aibj', self.eri, v, c, v, c,
                         optimize=True).reshape(gaps.size, gaps.size)
        matrix = np.diag(gaps.ravel()) + 4 * (
            coul + pair.T @ (kernel[:, None] * pair))
        assert np.linalg.eigvalsh(matrix)[0] > 0, 'not a minimum'
        u = np.linalg.solve(matrix, -(v.T @ h1 @ c).ravel())
        return v @ u.reshape(gaps.shape)

    def first_order(self, h1, c1):
        c = self.c0
        dm1 = 2 * (c @ c1.T + c1 @ c.T)
        n1 = 4 * np.sum((self.phi @ c) * (self.phi @ c1), axis=1)
        H1 = h1 + self.hartree(dm1) + self.on_grid(
            self.xc(self.density(c), 2) * n1)
        left = self.H0 @ c1 - c1 * self.eps[:NOCC] + H1 @ c
        return dm1, n1, H1, left

    def third_order(self, h1, c1, h2=None, h3=None):
        """The five terms of the derived third-order energy."""
        dm1, n1, H1, left = self.first_order(h1, c1)
        lagrange = self.c0.T @ left
        k3 = self.xc(self.density(self.c0), 3)
        return np.array([
            2 * np.trace(c1.T @ H1 @ c1),
            -2 * np.trace(lagrange @ c1.T @ c1),
            np.sum(self.weights * k3 * n1**3) / 6,
            0.0 if h2 is None else np.sum(h2 * dm1),
            0.0 if h3 is None else 2 * np.trace(self.c0.T @ h3 @ self.c0)])


def taylor(samples, step):
    """Taylor coefficients 0..6 from samples at -3..3 times the step."""
    k = np.array([1.0, 2.0, 3.0])
    shape = np.shape(samples[0])
    coef = {0: samples[0]}
    for powers, sign in (((1, 3, 5), -1), ((2, 4, 6), 1)):
        rows = []
        for m in (1, 2, 3):
            part = (samples[m] + sign * samples[-m]) / 2
            rows.append(np.ravel(part - samples[0] if sign > 0 else part))
        sol = np.linalg.solve(np.array([k**p for p in powers]).T,
                              np.array(rows))
        for p, s in zip(powers, sol):
            coef[p] = s.reshape(shape) / step**p
    return coef


def align(c, reference):
    """Rotate occupied orbitals so their overlap with the reference is symmetric."""
    a, _, bt = np.linalg.svd(reference.T @ c)
    return c @ bt.T @ a.T


def orthonormalise(c):
    u, _, vt = np.linalg.svd(c, full_matrices=False)
    return u @ vt


STEP = 0.003
MULTIPLES = range(-3, 4)
SHORT, LONG = 0.080, 0.120
ring = Ring(SHORT, LONG, '6-31g**')
c0, virt, x = ring.c0, ring.virt, ring.x
e_own = ring.energy(ring.h0, c0)
assert abs(e_own - ring.library_energy) < 1e-6

# Minimised energies and orbitals in finite fields: the definition of E3.
energies, orbitals = {}, {}
for m in MULTIPLES:
    h = ring.h0 + m * STEP * x
    c = ring.minimise(h, c0)
    energies[m], orbitals[m] = ring.energy(h, c), align(c, c0)
e_fd = {p: float(v) for p, v in taylor(energies, STEP).items()}
c_fd = taylor(orbitals, STEP)

# Derived formula.
c1 = ring.sternheimer(x)
terms = ring.third_order(x, c1)
e3 = terms.sum()
dm1, n1, H1, left = ring.first_order(x, c1)
e2 = 0.5 * np.sum(x * dm1)
err_c1 = np.linalg.norm(c_fd[1] - c1) / np.linalg.norm(c1)
assert err_c1 < 1e-5
assert abs(e2 - e_fd[2]) < 1e-5 * abs(e2)
assert abs(e3 - e_fd[3]) < 2e-4 * abs(e3)

# Second-order orbitals from finite fields: which of their terms cancel.
c2 = c_fd[2]
c2_virt = virt @ (virt.T @ c2)
c2_occ = c2 - c2_virt
piece_h0 = 4 * np.sum(c2 * (ring.H0 @ c1 - c1 * ring.eps[:NOCC]))
piece_h1_virt = 4 * np.sum(c2_virt * (H1 @ c0))
piece_h1_occ = 4 * np.sum(c2_occ * (H1 @ c0))
assert abs(piece_h0 + piece_h1_virt) < 1e-4 * abs(piece_h0)
assert abs(piece_h1_occ - terms[1]) < 1e-4 * abs(piece_h0)

# Arbitrary second-order changes inserted directly into the energy functional.
rng = np.random.default_rng(7)
change = virt @ rng.normal(size=(virt.shape[1], NOCC))
change *= np.linalg.norm(c2) / np.linalg.norm(change)


def trial_energies(first, second):
    out = {}
    for m in MULTIPLES:
        s = m * STEP
        c = orthonormalise(c0 + s * first + s**2 * second)
        out[m] = ring.energy(ring.h0 + s * x, c)
    return out


trial_plain = trial_energies(c1, 0 * change)
good_plain = float(taylor(trial_plain, STEP)[3])
good_changed = float(taylor(trial_energies(c1, change), STEP)[3])
assert abs(good_plain - e3) < 1e-3 * abs(e3)
assert abs(good_changed - e3) < 1e-3 * abs(e3)

# First-order orbitals without the induced potential break the cancellation.
gaps = ring.eps[NOCC:, None] - ring.eps[None, :NOCC]
c1_bare = virt @ (-(virt.T @ x @ c0) / gaps)
bare_plain = float(taylor(trial_energies(c1_bare, 0 * change), STEP)[3])
bare_changed = float(taylor(trial_energies(c1_bare, change), STEP)[3])
shift_energy = bare_changed - bare_plain
shift_formula = 4 * np.sum(change * ring.first_order(x, c1_bare)[3])
assert abs(shift_formula) > 1e-2 * abs(e3)
assert abs(shift_energy - shift_formula) < 1e-3 * (abs(shift_formula) + abs(e3))

# Energy excess of orbitals correct to first order: fourth power of the field.
excess = [np.mean([trial_plain[s * m] - energies[s * m] for s in (-1, 1)])
          for m in (1, 2)]
excess_ratio = excess[1] / excess[0]
assert excess[0] > 0 and 14 < excess_ratio < 18

# Gauge change: mix occupied orbitals into the first-order orbitals.
mix = rng.normal(size=(NOCC, NOCC))
e3_gauge = ring.third_order(x, c1 + c0 @ (mix - mix.T)).sum()
assert abs(e3_gauge - e3) < 1e-7 * (1 + abs(e3))

# Errors of the first-order orbitals enter linearly.
slip = [ring.third_order(x, (1 + d) * c1).sum() - e3 for d in (0.01, 0.005)]
assert 1.8 < slip[0] / slip[1] < 2.2

# Curved path: second- and third-order operators present.
h2, h3 = 0.5 * ring.quad, 0.05 * ring.r2
curved = {}
for m in MULTIPLES:
    s = m * STEP
    h = ring.h0 + s * x + s**2 * h2 + s**3 * h3
    curved[m] = ring.energy(h, ring.minimise(h, c0))
curved_fd = float(taylor(curved, STEP)[3])
curved_terms = ring.third_order(x, c1, h2, h3)
assert min(abs(curved_terms[3:])) > 1e-2
assert abs(curved_terms.sum() - curved_fd) < 2e-4 * (
    abs(curved_terms).max())

# Size of what the example leaves out.
hf_energies = {}
for m in MULTIPLES:
    h = ring.h0 + m * STEP * x
    hf_energies[m] = ring.energy(h, ring.minimise(h, c0, True), True)
e3_hf = float(taylor(hf_energies, STEP)[3])
stretched = Ring(1.05 * SHORT, LONG, '6-31g**')
e3_stretched = stretched.third_order(
    stretched.x, stretched.sternheimer(stretched.x)).sum()
diffuse = Ring(SHORT, LONG, 'aug-cc-pvdz')
e3_diffuse = diffuse.third_order(
    diffuse.x, diffuse.sternheimer(diffuse.x)).sum()

field_mvcm = 3.0
field = field_mvcm * 1e8 / FIELD_AU
nev = HARTREE_EV * 1e9
depth = -ring.eps[NOCC - 1]
tunnel = 4 * np.sqrt(2) * depth**1.5 / (3 * field)
assert tunnel > 50


def show(label, value, unit='', fmt='.6f'):
    print(f'{label}: {value:{fmt}} {unit}'.rstrip())


show('short H-H distance', SHORT, 'nm', '.3f')
show('long H-H distance', LONG, 'nm', '.3f')
show('ring radius', ring.radius_nm, 'nm', '.4f')
show('basis functions, 6-31G**', ring.n, '', 'd')
show('zero-field energy', e_own, 'hartree')
show('highest occupied level', -depth * HARTREE_EV, 'eV', '.3f')
show('occupied-empty level gap', gaps.min() * HARTREE_EV, 'eV', '.3f')
show('field step of finite differences', STEP, 'a.u.', '.4f')
show('E2 formula', e2, 'a.u.')
show('E2 finite fields', e_fd[2], 'a.u.')
show('E3 term <1|H1|1>', terms[0], 'a.u.')
show('E3 term multiplier-overlap', terms[1], 'a.u.')
show('E3 term K3 n1^3 / 6', terms[2], 'a.u.')
show('E3 formula, sum', e3, 'a.u.')
show('E3 finite fields', e_fd[3], 'a.u.')
show('relative error of psi1 against finite fields', err_c1, '', '.1e')
show('norm of psi1', np.linalg.norm(c1), 'a.u.', '.4f')
show('norm of psi2', np.linalg.norm(c2), 'a.u.', '.4f')
show('psi2 piece with H0-e', piece_h0, 'a.u.')
show('psi2 piece with H1, unoccupied part', piece_h1_virt, 'a.u.')
show('psi2 piece with H1, occupied part', piece_h1_occ, 'a.u.')
show('trial E3, right psi1, no psi2', good_plain, 'a.u.')
show('trial E3, right psi1, random psi2', good_changed, 'a.u.')
show('trial E3, bare psi1, no psi2', bare_plain, 'a.u.')
show('trial E3, bare psi1, random psi2', bare_changed, 'a.u.')
show('shift by random psi2, from energies', shift_energy, 'a.u.')
show('shift by random psi2, from residual', shift_formula, 'a.u.')
show('trial energy excess at one step', excess[0], 'hartree', '.3e')
show('trial energy excess at two steps', excess[1], 'hartree', '.3e')
show('ratio of the excesses', excess_ratio, '', '.2f')
show('E3 in a rotated gauge', e3_gauge, 'a.u.')
show('E3 change for psi1 1% too large', 100 * slip[0] / e3, '%', '.2f')
show('E3 change for psi1 0.5% too large', 100 * slip[1] / e3, '%', '.2f')
show('curved path, h2 term', curved_terms[3], 'a.u.')
show('curved path, h3 term', curved_terms[4], 'a.u.')
show('curved path, E3 formula', curved_terms.sum(), 'a.u.')
show('curved path, E3 finite differences', curved_fd, 'a.u.')
show('example field', field_mvcm, 'MV/cm', '.1f')
show('example field in atomic units', field, 'a.u.', '.4e')
show('second-order energy at example field', e2 * field**2 * nev, 'neV', '.2f')
show('third-order energy at example field', e3 * field**3 * nev, 'neV', '.4f')
show('fourth-order energy at example field', e_fd[4] * field**4 * nev,
     'neV', '.5f')
show('E3 with aug-cc-pVDZ', e3_diffuse, 'a.u.', '.4f')
show('E3 with Hartree-Fock, 6-31G**', e3_hf, 'a.u.', '.4f')
show('E3 with short distance 5% longer', e3_stretched, 'a.u.', '.4f')
show('field-ionisation exponent at example field', tunnel, '', '.0f')
print('finished without a failed check')
```

Printed output:

```
short H-H distance: 0.080 nm
long H-H distance: 0.120 nm
ring radius: 0.1007 nm
basis functions, 6-31G**: 30
zero-field energy: -3.364191 hartree
highest occupied level: -8.752 eV
occupied-empty level gap: 10.185 eV
field step of finite differences: 0.0030 a.u.
E2 formula: -8.231773 a.u.
E2 finite fields: -8.231773 a.u.
E3 term <1|H1|1>: -1.694437 a.u.
E3 term multiplier-overlap: 0.396775 a.u.
E3 term K3 n1^3 / 6: 0.325617 a.u.
E3 formula, sum: -0.972045 a.u.
E3 finite fields: -0.972043 a.u.
relative error of psi1 against finite fields: 5.4e-10
norm of psi1: 2.5514 a.u.
norm of psi2: 6.1703 a.u.
psi2 piece with H0-e: 1.640023 a.u.
psi2 piece with H1, unoccupied part: -1.640023 a.u.
psi2 piece with H1, occupied part: 0.396775 a.u.
trial E3, right psi1, no psi2: -0.972045 a.u.
trial E3, right psi1, random psi2: -0.972044 a.u.
trial E3, bare psi1, no psi2: -1.183041 a.u.
trial E3, bare psi1, random psi2: -3.992627 a.u.
shift by random psi2, from energies: -2.809587 a.u.
shift by random psi2, from residual: -2.809591 a.u.
trial energy excess at one step: 2.963e-09 hartree
trial energy excess at two steps: 4.740e-08 hartree
ratio of the excesses: 16.00
E3 in a rotated gauge: -0.972045 a.u.
E3 change for psi1 1% too large: 1.80 %
E3 change for psi1 0.5% too large: 0.90 %
curved path, h2 term: 4.673696 a.u.
curved path, h3 term: 1.795699 a.u.
curved path, E3 formula: 5.497350 a.u.
curved path, E3 finite differences: 5.497345 a.u.
example field: 3.0 MV/cm
example field in atomic units: 5.8341e-04 a.u.
second-order energy at example field: -76240.81 neV
third-order energy at example field: -5.2523 neV
fourth-order energy at example field: -0.05271 neV
E3 with aug-cc-pVDZ: -3.0258 a.u.
E3 with Hartree-Fock, 6-31G**: -1.2298 a.u.
E3 with short distance 5% longer: -0.9097 a.u.
field-ionisation exponent at example field: 590
finished without a failed check
```
